Haydock recursion on a grid with a band-edge square-root terminator

**The result**

For one spin, the local density of states (LDOS) at point i of a cubic grid of spacing h is

n_i(E) = −Im G(E + i0)/(π h³),  G(z) = ⟨i|(z − H)⁻¹|i⟩.

A three-term recursion started at i gives real numbers a₀, a₁, … and positive numbers b₁, b₂, …, and

G(z) = 1/(z − a₀ − b₁²/(z − a₁ − b₂²/( … z − a_{N−1} − b_N² t(z)))).

If a_n → a and b_n → b > 0, the spectrum seen from i, apart from isolated bound levels, fills a single interval [E₋, E₊], the band, with

a = (E₊ + E₋)/2,  b = (E₊ − E₋)/4,

and the unknown tail is replaced by

t(z) = [z − a − √(z − E₋) √(z − E₊)]/(2b²).

The replacement is exact if all later coefficients equal their limits; otherwise it is an approximation. Hartree atomic units are used.

**The naive scheme and its two faults**

Let |j⟩ be the orthonormal grid states. A wavefunction with coefficients c_j has the value c_j/h^{3/2} at point j, because the sum of h³|ψ_j|² must be one. With the nearest-neighbour second difference for the Laplacian, H = −½∇² + V has diagonal elements 3/h² + V_j and hopping elements −1/(2h²). V is real and bounded.

The naive scheme diagonalizes H in a finite box and forms

n_i(E) = h⁻³ Σ_m |⟨i|ψ_m⟩|² δ(E − E_m).

This is −Im G/(πh³), since the imaginary part of 1/(x + i0) is −πδ(x). The scheme has two faults. It computes all eigenvectors although one diagonal element of the resolvent is wanted, and it returns spikes where an extended system has a continuum. The recursion cures the first fault and the terminator the second.

**First cure: a chain grown from the point**

Set u₀ = |i⟩, b₀ = 0, and for each n

a_n = ⟨u_n|H|u_n⟩,
w_n = (H − a_n)u_n − b_n u_{n−1},
b_{n+1} = ‖w_n‖,  u_{n+1} = w_n/b_{n+1}.

Suppose u₀, …, u_n are orthonormal. Then w_n is orthogonal to each of them:

- ⟨u_n|w_n⟩ = a_n − a_n − 0 = 0.
- The previous step reads Hu_{n−1} = b_n u_n + a_{n−1}u_{n−1} + b_{n−1}u_{n−2}. As H is Hermitian, ⟨u_{n−1}|Hu_n⟩ = b_n, so ⟨u_{n−1}|w_n⟩ = b_n − b_n = 0.
- For m < n − 1, Hu_m contains no vector beyond u_{m+1}, so ⟨u_m|Hu_n⟩ = 0.

By induction the set is orthonormal, and in it H is a tridiagonal matrix J with diagonal a_n and off-diagonal b_n. If some b_{n+1} vanishes, the chain ends and the fraction is finite.

Let J_n be the part of J from level n onward and G_n the first diagonal element of (z − J_n)⁻¹. Solve (z − J_n)x = e_n, where e_n is the unit vector at level n. The first row is

(z − a_n)x_n − b_{n+1}x_{n+1} = 1.

The remaining rows say that the rest of x solves the chain J_{n+1} with source b_{n+1}x_n at its first site, so

x_{n+1} = b_{n+1}G_{n+1}x_n.

Inserting this and using x_n = G_n gives

G_n = 1/(z − a_n − b_{n+1}²G_{n+1}),

which is the continued fraction, with G₀ = G. If Im z > 0 and Im G_{n+1} ≤ 0, the denominator has a positive imaginary part, so Im G_n < 0. A tail with Im t ≤ 0 therefore cannot produce a negative LDOS.

**Why the cost is linear**

One application of H moves amplitude by at most one hop, so u_n vanishes beyond n hops from i. The coefficients a₀…a_{N−1} and b₁…b_N involve H acting on u₀…u_{N−1} and do not feel V at N hops or farther. A box that holds N hops gives the coefficients of the infinite grid. The work for one point depends on N and not on the size of the system; for all points, at fixed N, it is proportional to their number.

**What truncation does**

Setting G_N = 0 leaves an N × N matrix, and the LDOS is again a set of spikes, now N of them. The information is nevertheless good, as the moments ⟨i|H^k|i⟩ show. Such a moment is a sum over closed k-step paths on the chain from level 0, where a step either stays (factor a_n) or hops (factor b_n). Reaching level N and returning takes 2N steps, which use b_N but leave no step for a_N. Moments 0 to 2N are therefore fixed by the known coefficients, whatever further chain is attached at level N. (With G_N = 0 there is no level N, b_N drops out, and only moments 0 to 2N − 1 are kept.) With 2N + 1 steps the path can stay once at level N. For the scaled operator (H − a)/(2b), the first error of a tail that starts with a is thus

exact − terminated = b₁²b₂²…b_N² (a_N − a)/(2b)^{2N+1}.

What is missing is a tail with a continuous spectrum and the right limits.

**Second cure: the constant tail**

If all coefficients beyond level N equal a and b, removing one level leaves the same chain, so t = 1/(z − a − b²t), or

b²t² − (z − a)t + 1 = 0,
t = [z − a ∓ √((z − a)² − 4b²)]/(2b²).

With E± = a ± 2b, the radicand is (z − E₋)(z − E₊). A resolvent element must fall as 1/z. With principal roots in the upper half-plane, √(z − E₋)√(z − E₊) = (z − a) − 2b²/(z − a) − … at large z, so the minus sign gives t ≈ 1/(z − a), as required. The two roots of the quadratic do not meet for Im z > 0, so the choice holds throughout that half-plane.

Inside the band the product of roots is i√((E − E₋)(E₊ − E)), and

−Im t/π = √(4b² − (E − a)²)/(2πb²).

This is a half-ellipse of unit area, because ∫√(4b² − x²)dx = 2πb². Below the band the product is i·i = −1 times a positive root, and t is real and negative.

**Why the edges fix the limits**

An energy E belongs to the essential spectrum if there are infinitely many orthonormal vectors y_k with ‖(J − E)y_k‖ → 0. This covers the continuum and leaves out isolated bound levels. Assume a_n → a and b_n → b > 0.

Every energy E = a + 2b cos θ belongs to it. Take y with entries e^{inθ}/√L on L consecutive levels far down the chain. Inside the block,

[(J − E)y]_n = [(a_n − a) + (b_n − b)e^{−iθ} + (b_{n+1} − b)e^{iθ}] y_n,

which is small far down the chain. The two ends add four entries of size about b/√L. Longer blocks, placed farther out without overlap, give the required sequence.

No other energy belongs to it. Let E lie a distance d > 0 outside [a − 2b, a + 2b] and suppose a sequence y_k existed. Each fixed component of an orthonormal sequence tends to zero, so the first m components can be deleted without changing the limits of ‖y_k‖ and ‖(J − E)y_k‖. Beyond level m, J differs from the constant chain J_c by an operator of norm at most ε_m = sup|a_n − a| + 2 sup|b_n − b|. Since J_c − a is b times a shift plus its adjoint, its norm is at most 2b, and ‖(J_c − E)y‖ ≥ d‖y‖. Hence ‖(J − E)y_k‖ ≥ (d − ε_m)‖y_k‖, which stays above zero once m is large. This contradicts the assumption.

So E₊ = a + 2b and E₋ = a − 2b. Half the sum and a quarter of the difference give the stated relations. The argument fixes the essential spectrum only. It does not show that the spectrum inside the interval is a smooth continuum: coefficients that settle very slowly and irregularly can fill it with densely lying localized levels instead.

On the free grid, plane waves have energy Σ_j(1 − cos k_jh)/h², so the edges are 0 and 6/h². A potential confined to a few points does not move them. Wave packets far from it keep the band energies, and outside the band ψ = (E − H₀)⁻¹Vψ, with H₀ the free Hamiltonian, is a finite set of equations with isolated solutions. It is assumed that the LDOS at i reaches both edges.

**When the design fails: a gap**

The argument shows that convergent coefficients imply one interval. A continuum with a gap therefore excludes convergence. The converse, that one interval implies convergence, has not been shown here; convergence is a hypothesis to be inspected in each run.

Take a one-dimensional grid with V alternating between +0.5 and −0.5 hartree and h = 0.8 bohr, so 1/h² = 1.5625 hartree. Started on a + site, u_n is the symmetric pair of sites n hops away, and a_n = 1/h² ± 0.5 alternates for ever. The computed a₂₈ = 2.0625 and a₂₉ = 1.0625 hartree show this. Here the tail must have period two. With α and β the alternating values,

t = 1/(z − α − b²/(z − β − b²t)).

Multiplying out, the terms −b²t on both sides cancel, and

b²(z − α)t² − (z − α)(z − β)t + (z − β) = 0.

Its discriminant is (z − α)(z − β)[(z − α)(z − β) − 4b²]. It is negative, giving a finite density, where 0 < (E − α)(E − β) < 4b². These are two bands, with a gap between β and α. Diagonalization of a periodic ring gives the same gap, 1.0625 to 2.0625 hartree. Strict alternation is special to this model. On the cubic grid with h = 0.8 bohr and V = −6 hartree on one point of each 2 × 2 × 2 cell, a gap runs from about −1.3 to 1.1 hartree. There a₃₀…a₄₉ swing between 2.0 and 4.7 hartree without repeating at any period up to eight. A tail for such a case is not derived here.

**Bound levels are poles, not edges**

Outside the band the fraction is real, and a bound level is a zero of

F(E) = 1/G(E) = E − a₀ − b₁²G₁(E).

Near it G ≈ 1/[F′(E_b)(E − E_b)], so its weight at the point is 1/F′(E_b). F should be computed as this denominator, because G itself diverges at the level.

**The algorithm**

1. Choose N and a region that holds N hops around i.
2. Run the recursion, and monitor the orthogonality of the u_n.
3. Inspect the late coefficients. If they settle, take E₋ and E₊ from the known continuum, or estimate them as a ± 2b from averages. If they repeat with a fixed period, use a periodic tail. If they oscillate without one, neither tail applies.
4. Start from t(z) and evaluate the fraction from level N − 1 up to level 0.
5. Find the poles outside the band and check that their weights and the integrated continuum add up to one. This sum is moment 0, which is exact for any N and any choice of edges, so the check detects a missed pole but says nothing about the accuracy of the LDOS.

**A worked case**

Take a three-dimensional model with h = 0.8 bohr, V = −5 hartree at the chosen point, −2 hartree at one neighbour and zero elsewhere. The upper edge is 6 × 1.5625 = 9.375 hartree, so a = 4.6875 and b = 2.34375 hartree.

The first coefficients follow by hand. The start gives a₀ = 3 × 1.5625 − 5 = −0.3125 hartree. Hopping to six neighbours gives b₁ = √6 × 0.78125 = 1.9137 hartree. One of those six carries −2 hartree, so a₁ = 4.6875 − 2/6 = 4.3542 hartree. The recursion returns these values.

With N = 30, the ten last pairs (a_n, b_{n+1}) deviate from the limits by at most 0.0045 hartree, 0.2% of b. Their averages would place the edges at 0.0001 and 9.3749 hartree. The recursion reaches 37,881 points. Raising V by 1 hartree at the point displaced by (4, 3, 3) steps, ten hops away, leaves a₀…a₉ and b₁…b₁₀ unchanged, as locality requires, and shifts a₁₀ by 0.007 hartree. The shift equals the weight of u₁₀ on that point and depends strongly on direction: at (10, 0, 0) it is only 4 × 10⁻¹⁰ hartree.

The bound level lies at −1.1829 hartree (−32.19 eV) with weight 0.7773 on the chosen point; sparse diagonalization agrees to the printed digits. The continuum holds 0.2227, and the sum is one. A fraction of six levels reproduces moments 0 to 12 to rounding, and its error in moment 13, 1.817 × 10⁻⁷, equals the predicted one.

The reference for the continuum uses no recursion. For Im z > 0, (z − H₀)⁻¹ = −i∫₀^∞ e^{i(z−H₀)t}dt, and the free evolution factorizes over the three directions. For a separation of n_j steps along direction j,

G₀ = −i ∫₀^∞ dt e^{i(z−3/h²)t} Π_j i^{|n_j|} J_{|n_j|}(t/h²),

where J is here the Bessel function. The Dyson equation G = G₀ + G₀VG on the two points of the well then gives G for the infinite grid. With z = E + iη and η = 0.02 hartree, in units of 1/(hartree bohr³):

E = 1.0 hartree: fraction 0.1291, reference 0.1293
E = 4.5 hartree: fraction 0.0394, reference 0.0393
E = 8.5 hartree: fraction 0.0088, reference 0.0088

Over 28 energies the worst error is 0.00023, or 0.2% of the largest reference value, 0.129. Without a terminator it is 0.287, more than twice that largest value. If the lower edge is wrongly put at the bound level, the limits become a = 4.10 and b = 2.64 hartree, in conflict with the late coefficients, and the error is 0.036, more than 150 times that of the correct choice.

At 8.5 hartree the unbroadened fraction gives 0.00872 instead of 0.00884. Most of the difference is the tail of the broadened bound level, 0.7773 × 0.02/(π × 9.683² × 0.512) = 0.00010.

**Resolution and its price**

Write t = y/b. The quadratic becomes y + 1/y = (z − a)/b, so y = e^{±iφ} with z = a + 2b cos φ, and the proper root has |y| < 1 for Im z > 0. By the elimination formula, amplitude in the constant tail is multiplied by bt = y at each level. To first order in the coefficient errors, δG is a sum of terms such as δa_n(G_{0n})², where G_{0n} is the resolvent element between levels 0 and n. Once the coefficients have nearly settled, these terms shrink as |y|^{2n}. For small η,

|y| ≈ e^{−κ},  κ = η/√((E − E₋)(E₊ − E)).

The decay is slowest at the band centre, where η = 0.5 hartree gives κ = 0.5/4.6875 = 0.107. Ten more levels should then reduce the error by e^{−2.13} = 0.12 or better. The computed worst errors for N = 10, 20 and 30 are 5.6 × 10⁻⁵, 4.2 × 10⁻⁶ and 2.8 × 10⁻⁷, which are factors of 0.075 and 0.067. Both are better than the estimate, which takes the slowest decay in the band and leaves out any further shrinking of δa_n and δb_n; the separate effects were not tested.

For η → 0 inside the band, |y| → 1, and accuracy rests on the coefficient errors alone. This matters most at the van Hove energies 2/h² and 4/h², here 3.125 and 6.25 hartree, where the free band has saddle points. The terminated fraction is smooth inside the band and rounds off the kinks there. The 28 energies keep 0.4 hartree away from them, so the quoted accuracy does not extend to these regions. At 3.125 hartree, with N = 30 and η = 0.02 hartree, the error is 0.0013, about 3% of the local value.

For low energies, E ≪ 6/h², κ ≈ ηh/√(6E). The number of levels needed, about 1/(2κ) per factor e in the error, grows as 1/h, while the distance Nh ≈ √(6E)/(2η) does not depend on h. A finer grid needs more levels but no larger region; a sharper energy resolution needs a larger region.

Rounding sets a further limit. After 30 levels the orthogonality error is 2.6 × 10⁻⁸, harmless here but far above machine precision. In this model the error doubles with each level, the rate 1/|y| ≈ 2.0 at the bound level. It reaches order one near level 55, where the coefficients leave their limits by more than 1 hartree. Longer recursions must therefore be monitored and, when a bound level is present, reorthogonalized. The numerical output below lists some further coefficients and energies.

Computed values

```
grid spacing h = 0.8 bohr; recursion levels N = 30
well depths: start 5.0, neighbour 2.0 hartree
continuum edges: 0.0000, 9.3750 hartree
limits: a = 4.68750, b = 2.34375 hartree
n=0: a_n = -0.31250, b_(n+1) = 1.91366 hartree
n=1: a_n = 4.35417, b_(n+1) = 2.45941 hartree
n=2: a_n = 4.53442, b_(n+1) = 2.38791 hartree
n=3: a_n = 4.78208, b_(n+1) = 2.25348 hartree
n=4: a_n = 4.70237, b_(n+1) = 2.38897 hartree
n=5: a_n = 4.66127, b_(n+1) = 2.33878 hartree
n=10: a_n = 4.68784, b_(n+1) = 2.34228 hartree
n=20: a_n = 4.68708, b_(n+1) = 2.34589 hartree
n=29: a_n = 4.68765, b_(n+1) = 2.34297 hartree
largest deviation, list index 3-9: 0.09458 hartree
largest deviation, list index 20-29: 0.00450 hartree
means of index 20-29: a 4.68751, b 2.34369 hartree
edges from means: 0.0001, 9.3749 hartree
orthogonality error: 2.6e-08
grid points within N hops: 37881; box: 226981
V changed by 1 hartree ten hops away: a_0-a_9, b_1-b_10 change 0.0e+00 hartree
same change of V: a_10 changes 0.00695 hartree
bound level, fraction: -1.182942 hartree = -32.1895 eV
bound level, diagonalization: -1.182942 hartree
bound weight: fraction 0.777336, diagonalization 0.777336
continuum weight: 0.222664; sum: 1.00000000
N=6: worst error of moments 0-12: 2.5e-14
N=6: error of moment 13: 1.8169e-07, predicted 1.8169e-07
van Hove energies: 3.1250, 6.2500 hartree
LDOS in 1/(hartree bohr^3), one spin, broadening 0.02 hartree:
E=1.0 hartree: fraction 0.12913, reference 0.12929, fraction unbroadened 0.12913
E=2.0 hartree: fraction 0.08674, reference 0.08678, fraction unbroadened 0.08614
E=4.5 hartree: fraction 0.03937, reference 0.03927, fraction unbroadened 0.03918
E=5.0 hartree: fraction 0.03540, reference 0.03531, fraction unbroadened 0.03525
E=7.5 hartree: fraction 0.01417, reference 0.01415, fraction unbroadened 0.01402
E=8.5 hartree: fraction 0.00884, reference 0.00884, fraction unbroadened 0.00872
28 test energies, 0.5 to 9.0 hartree, over 0.4 from van Hove
largest reference LDOS there: 0.12929 1/(hartree bohr^3)
worst error, right terminator: 0.00023 1/(hartree bohr^3)
worst error, no terminator: 0.28661 1/(hartree bohr^3)
worst error, edge at bound level: 0.03625 1/(hartree bohr^3)
broadening 0.5 hartree, N=10: worst error 5.6e-05 1/(hartree bohr^3)
broadening 0.5 hartree, N=20: worst error 4.2e-06 1/(hartree bohr^3)
broadening 0.5 hartree, N=30: worst error 2.8e-07 1/(hartree bohr^3)
1D alternating V = +-0.5 hartree: gap 1.0625 to 2.0625 hartree
1D: a_28 = 2.0625, a_29 = 1.0625 hartree
```
